# Spin Mistracking in a One-Dimensional Domain Wall: test program

```python
"""Electron transmission through a 180-degree magnetic domain wall in 1D.

H = p^2/2m - (Delta/2) n(x).sigma,  n = (sin theta, 0, cos theta).
Result under test, for uniform rotation over a width w and fast electrons:
  P = sin^2[(pi/2) sqrt(1+s^2)] / (1+s^2),  s = 2 w / L_p,
  L_p = 2 pi hbar v / Delta,  v = sqrt(2E/m),
where P is the probability of leaving in the wrong local spin channel.
The spin precesses about an axis tilted by alpha, tan(alpha) = L_p/(2w).
For the smooth wall theta = 2 arctan(exp(x/lam)): P = sech^2(pi^2 lam/L_p).
Channel 0 is majority, channel 1 minority, relative to the local n.
Lengths are in nm, energies in eV; eps = 2mE/hbar^2, delta = m Delta/hbar^2.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp

energy, splitting, main_width = 4.0, 0.4, 40.0
hbar2_2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # eV nm^2
eps = energy / hbar2_2m
delta = splitting / 2 / hbar2_2m
k0 = math.sqrt(eps)
k_lead = np.sqrt(np.array([eps + delta, eps - delta]))
velocity = math.sqrt(2 * energy * const.e / const.m_e)         # m/s
L_p = const.h * velocity / (splitting * const.e) * 1e9         # nm
kappa = 2 * math.pi / L_p
sigma_y = np.array([[0, -1j], [1j, 0]])


def probabilities(t, r):
    """Flux-normalized probabilities, index [out, in]."""
    flux = k_lead[:, None] / k_lead[None, :]
    return flux * abs(t)**2, flux * abs(r)**2


def wall_k_squared(width):
    q = math.pi / width
    root = math.sqrt(eps * q**2 + delta**2)
    return eps + q**2 / 4 + root, eps + q**2 / 4 - root


def rotating_frame(width):
    """Exact plane-wave matching for the uniformly rotating wall."""
    q = math.pi / width
    modes, slopes, phases = [], [], []
    for k_squared in wall_k_squared(width):
        for sign in (1, -1):
            k = sign * np.sqrt(complex(k_squared))
            mu = (k_squared + q**2 / 4 - eps)
            if mu > 0:
                u = np.array([mu + delta, 1j * k * q])
            else:
                u = np.array([1j * k * q, delta - mu])
            u = u / np.linalg.norm(u)
            modes.append(u)
            slopes.append(1j * (k * u - q / 2 * sigma_y @ u))
            phases.append(np.exp(1j * k * width))
    modes, slopes = np.array(modes).T, np.array(slopes).T
    phases = np.array(phases)
    ik = 1j * np.diag(k_lead)
    # unknowns: two reflected, four interior, two transmitted amplitudes
    system = np.zeros((8, 8), complex)
    source = np.zeros((8, 2), complex)
    system[0:2, 0:2], system[0:2, 2:6] = np.eye(2), -modes
    system[2:4, 0:2], system[2:4, 2:6] = -ik, -slopes
    system[4:6, 2:6], system[4:6, 6:8] = modes * phases, -np.eye(2)
    system[6:8, 2:6], system[6:8, 6:8] = slopes * phases, -ik
    source[0:2], source[2:4] = -np.eye(2), -ik
    solution = np.linalg.solve(system, source)
    return probabilities(solution[6:8], solution[0:2])


def local_spinors(angle):
    c, s = math.cos(angle / 2), math.sin(angle / 2)
    return np.array([[c, -s], [s, c]])


def laboratory_frame(theta, left, right, samples=None):
    """Integrate the original Schroedinger equation from right to left."""
    def rhs(x, y):
        angle = theta(x)
        c, s = delta * math.cos(angle), delta * math.sin(angle)
        out = np.empty(8, complex)
        out[:4] = y[4:]
        out[4:6] = -(eps + c) * y[0:2] - s * y[2:4]
        out[6:8] = -s * y[0:2] - (eps - c) * y[2:4]
        return out

    frame = local_spinors(theta(right)).astype(complex)
    start = np.concatenate([frame.ravel(), (frame * 1j * k_lead).ravel()])
    sol = solve_ivp(rhs, (right, left), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, t_eval=samples)
    assert sol.success
    back = local_spinors(theta(left)).T
    value = back @ sol.y[:4, -1].reshape(2, 2)
    slope = back @ sol.y[4:, -1].reshape(2, 2) / (1j * k_lead[:, None])
    t = np.linalg.inv((value + slope) / 2)
    r = (value - slope) / 2 @ t
    # wave function for a majority electron coming from the left
    psi = np.einsum("ijn,j->in", sol.y[:4].reshape(2, 2, -1), t[:, 0])
    return (*probabilities(t, r), sol.t, psi)


def spin_components(angles, psi):
    """Spin density along the local n and along y (out of the plane)."""
    cross = np.conj(psi[0]) * psi[1]
    sx, sy = 2 * cross.real, 2 * cross.imag
    sz = abs(psi[0])**2 - abs(psi[1])**2
    along = np.sin(angles) * sx + np.cos(angles) * sz
    return along, sy, np.sqrt(sx**2 + sy**2 + sz**2)


def fast_electron_flip(width):
    s2 = (2 * width / L_p)**2
    return math.sin(math.pi / 2 * math.sqrt(1 + s2))**2 / (1 + s2)


# Rotating-frame matching against direct laboratory-frame integration
max_difference = 0.0
for width in (5.0, 10.0, main_width):
    samples = np.linspace(width, 0, 2001)
    lab_T, lab_R, xs, psi = laboratory_frame(
        lambda x: math.pi * x / width, 0.0, width, samples)
    T, R = rotating_frame(width)
    max_difference = max(max_difference, abs(lab_T - T).max(),
                         abs(lab_R - R).max())
    assert np.allclose(T.sum(axis=0) + R.sum(axis=0), 1, atol=1e-10)
assert max_difference < 1e-6
main_T, main_R, main_lab_T = T, R, lab_T

# Largest excursion of the spin from the local magnetization is 2 alpha;
# the tolerance allows for the velocity difference, of order Delta/2E
alpha = math.atan(L_p / (2 * main_width))
along, sy, length = spin_components(math.pi * xs / main_width, psi)
max_angle = np.arccos(np.clip(along / length, -1, 1)).max()
assert abs(max_angle / (2 * alpha) - 1) < 0.06
assert sy.mean() > 0

# Fast-electron formula against exact matching
table = []
for width in (5.0, 10.0, 20.0, 40.0, 80.0, 160.0):
    ratio = L_p / (2 * width)
    envelope = ratio**2 / (1 + ratio**2)
    exact = rotating_frame(width)[0][1, 0]
    approx = fast_electron_flip(width)
    assert abs(exact - approx) < 0.05 * envelope
    table.append((width, ratio, envelope, approx, exact))

# Peaks and zeros of the exact flip probability
peaks = []
for n in (1, 2, 4, 8):
    width = L_p / 2 * math.sqrt((2 * n + 1)**2 - 1)
    flip = rotating_frame(width)[0][1, 0]
    assert abs(flip * (2 * n + 1)**2 - 1) < 0.02
    peaks.append((n, width, flip))
    zero_width = L_p / 2 * math.sqrt(4 * n**2 - 1)
    zero_flip = rotating_frame(zero_width)[0][1, 0]
    assert zero_flip * 4 * n**2 < 0.01
    if n == 1:
        first_zero = (zero_width, zero_flip)

# Inverse-square law of the exact flip averaged over one oscillation
centres = np.array([5.0, 10.0, 20.0]) * L_p
offsets = (np.arange(40) + 0.5) / 40 * L_p - L_p / 2
means = np.array([np.mean([rotating_frame(c + d)[0][1, 0] for d in offsets])
                  for c in centres])
exponent = np.polyfit(np.log(centres), np.log(means), 1)[0]
scaled_mean = means[-1] * (2 * centres[-1] / L_p)**2
assert abs(exponent + 2) < 0.03 and abs(scaled_mean - 0.5) < 0.02

# Abrupt wall: spin keeps its laboratory direction, small reflection
abrupt_T, abrupt_R = rotating_frame(1e-4)
step_reflection = ((k_lead[0] - k_lead[1]) / k_lead.sum())**2
assert abs(abrupt_R[:, 0].sum() / step_reflection - 1) < 0.01
assert abs(abrupt_T[1, 0] - (1 - step_reflection)) < 1e-4

# Smooth walls: exponential exit law, but inverse-width tilt at the centre
smooth, tilt_errors = [], []
for lam in (2.0, 4.0, 8.0, 16.0):
    edge = 12 * lam
    T, R, xs, psi = laboratory_frame(
        lambda x: 2 * math.atan(math.exp(x / lam)), -edge, edge,
        np.array([edge, 0.0, -edge]))
    along, sy, length = spin_components(math.pi / 2, psi[:, 1])
    tilt, tilt_law = sy / along, k_lead[0] / (delta * lam)
    flip_law = 1 / math.cosh(math.pi**2 * lam / L_p)**2
    if lam < 10:       # beyond this the flip is below integration accuracy
        assert abs(T[1, 0] / flip_law - 1) < 0.03
        smooth.append((lam, T[1, 0], flip_law))
    if lam > 6:
        tilt_errors.append(abs(tilt / tilt_law - 1))
        assert tilt_errors[-1] < 2 / (kappa * lam)**2
        smooth.append((lam, tilt, tilt_law))
assert tilt_errors[1] < 0.5 * tilt_errors[0]

print(f"energy E = {energy:.1f} eV, exchange splitting = {splitting:.1f} eV")
print(f"hbar^2/2m = {hbar2_2m:.6f} eV nm^2")
print(f"eps = {eps:.4f} nm^-2, delta = {delta:.4f} nm^-2")
print(f"velocity v = {velocity:.4e} m/s")
print(f"mean wavenumber k0 = {k0:.4f} nm^-1")
print(f"lead wavenumbers k+, k- = {k_lead[0]:.4f}, {k_lead[1]:.4f} nm^-1")
print(f"precession length L_p = {L_p:.3f} nm")
print(f"precession wavenumber kappa = {kappa:.4f} nm^-1")
print(f"main wall width w = {main_width:.1f} nm")
print(f"rotation rate q = {math.pi / main_width:.5f} nm^-1")
wall_k = np.sqrt(wall_k_squared(main_width))
print(f"wall wavenumbers = {wall_k[0]:.4f}, {wall_k[1]:.4f} nm^-1")
print(f"tan(alpha) = {math.tan(alpha):.4f}")
print(f"alpha = {math.degrees(alpha):.2f} degrees")
print(f"2 alpha = {math.degrees(2 * alpha):.2f} degrees")
print(f"largest angle, lab integration = {math.degrees(max_angle):.2f} degrees")
phase = math.pi / 2 * math.sqrt(1 + (2 * main_width / L_p)**2)
print(f"half precession phase Qw/2 = {phase:.4f} rad")
print(f"fast-electron flip P = {fast_electron_flip(main_width):.5f}")
print(f"exact T majority->majority = {main_T[0, 0]:.5f}")
print(f"exact T majority->minority = {main_T[1, 0]:.5f}")
print(f"exact T minority->majority = {main_T[0, 1]:.5f}")
print(f"exact T minority->minority = {main_T[1, 1]:.5f}")
print(f"lab-frame T majority->minority = {main_lab_T[1, 0]:.5f}")
print(f"largest lab/rotating difference = {max_difference:.1e}")
print(f"reflection, majority incident = {main_R[:, 0].sum():.2e}")
print(f"conductance = {main_T.sum():.6f} e^2/h (2 without wall)")
print(f"abrupt-wall reflection = {step_reflection:.3e}")
print("w (nm), L_p/2w, envelope, fast-electron P, exact P:")
for row in table:
    print("  %.0f  %.4f  %.5f  %.5f  %.5f" % row)
print("peak n, width (nm), exact P:")
for row in peaks:
    print("  %d  %.2f  %.5f" % row)
print(f"first zero: w = {first_zero[0]:.2f} nm, exact P = {first_zero[1]:.1e}")
print(f"exponent of averaged exact P versus w = {exponent:.3f}")
print(f"averaged P times (2w/L_p)^2 at w = 20 L_p: {scaled_mean:.4f}")
labels = ["exit P", "exit P", "exit P", "centre tilt ratio",
          "centre tilt ratio"]
for label, (lam, measured, law) in zip(labels, smooth):
    print(f"smooth wall lam = {lam:.0f} nm, {label}: "
          f"lab {measured:.4e}, law {law:.4e}")
print("every check passed")
```

Output:

```
energy E = 4.0 eV, exchange splitting = 0.4 eV
hbar^2/2m = 0.038100 eV nm^2
eps = 104.9874 nm^-2, delta = 5.2494 nm^-2
velocity v = 1.1862e+06 m/s
mean wavenumber k0 = 10.2463 nm^-1
lead wavenumbers k+, k- = 10.4994, 9.9869 nm^-1
precession length L_p = 12.264 nm
precession wavenumber kappa = 0.5123 nm^-1
main wall width w = 40.0 nm
rotation rate q = 0.07854 nm^-1
wall wavenumbers = 10.5024, 9.9839 nm^-1
tan(alpha) = 0.1533
alpha = 8.72 degrees
2 alpha = 17.43 degrees
largest angle, lab integration = 17.87 degrees
half precession phase Qw/2 = 10.3660 rad
fast-electron flip P = 0.01500
exact T majority->majority = 0.98493
exact T majority->minority = 0.01507
exact T minority->majority = 0.01507
exact T minority->minority = 0.98493
lab-frame T majority->minority = 0.01507
largest lab/rotating difference = 7.2e-10
reflection, majority incident = 8.50e-09
conductance = 2.000000 e^2/h (2 without wall)
abrupt-wall reflection = 6.258e-04
w (nm), L_p/2w, envelope, fast-electron P, exact P:
  5  1.2264  0.60066  0.48419  0.48389
  10  0.6132  0.27327  0.00508  0.00501
  20  0.3066  0.08593  0.05477  0.05464
  40  0.1533  0.02296  0.01500  0.01507
  80  0.0767  0.00584  0.00574  0.00573
  160  0.0383  0.00147  0.00004  0.00005
peak n, width (nm), exact P:
  1  17.34  0.11111
  2  30.04  0.04000
  4  54.85  0.01235
  8  104.07  0.00346
first zero: w = 10.62 nm, exact P = 2.4e-07
exponent of averaged exact P versus w = -1.994
averaged P times (2w/L_p)^2 at w = 20 L_p: 0.4996
smooth wall lam = 2 nm, exit P: lab 1.4777e-01, law 1.4791e-01
smooth wall lam = 4 nm, exit P: lab 6.3649e-03, law 6.3782e-03
smooth wall lam = 8 nm, exit P: lab 1.0177e-05, law 1.0236e-05
smooth wall lam = 8 nm, centre tilt ratio: lab 2.6957e-01, law 2.5002e-01
smooth wall lam = 16 nm, centre tilt ratio: lab 1.2703e-01, law 1.2501e-01
every check passed
```
